Linear Stark shift of interlayer excitons and its sign under field reversal, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The dipole, the field and the sign of the shift

In the model heterobilayer treated here, the lowest exciton has an energy of 1.4008 eV without a gate field. A voltage difference of +8 V between the gates raises it to 1.4646 eV, and −8 V lowers it to 1.3370 eV. The two shifts are +63.72 meV and −63.82 meV. They have opposite signs and nearly equal magnitudes, but their magnitudes differ by about 0.1 meV. The near equality comes from a permanent electric dipole fixed by the order of the layers. The small difference comes from a second, induced dipole that follows the field.

### Geometry and signs

The z axis points from the lower layer to the upper layer, and e is positive. In the type-II alignment considered here, the conduction band is lowest in the upper layer and the valence band is highest in the lower layer. The lowest interlayer exciton therefore has its electron above its hole. The layer centres lie at z = +d/2 and z = −d/2, with d = 0.650 nm.

Let φ(z) be the electrostatic potential produced by the gates, including the dielectric response of the stack to them. The field along z is

F = −dφ/dz. (1)

A positive F points upward. The Coulomb field of the exciton itself also polarizes the stack. In a linear dielectric this response adds to the gate field and does not depend on the gate voltage. The gate-dependent force on a charge q is thus qF, and integrating it gives the gate-dependent energy qφ. For the electron and the hole together,

U = −eφ(z_e) + eφ(z_h). (2)

For a uniform field inside the bilayer, φ(z) = φ₀ − Fz. Substitution gives

U = −eφ₀ + eFz_e + eφ₀ − eFz_h
  = eF(z_e − z_h). (3)

The constant φ₀ cancels because the exciton is neutral. For the same reason, moving the origin of z changes nothing.

The dipole moment is the sum of charge times position:

p = (−e)z_e + (+e)z_h = e(z_h − z_e). (4)

It points from the electron to the hole, and equation (3) becomes U = −pF. With both carriers at their layer centres, z_e − z_h = d, so

p = −ed, U = +edF. (5)

The sign can be checked from the forces. An upward field pushes the hole up and the electron down, towards each other. The layers hold them at a fixed distance, so this arrangement has a higher energy than it had without the field. A downward field pulls the carriers apart, in the direction in which they are already displaced, and the energy falls.

An optical line measures the energy of the crystal with one exciton minus that of the crystal without it, at the same gate voltages. The field energy common to both states drops out of this difference.

### From gate voltage to field

The field in equation (5) is the one inside the bilayer, which differs from the field in the insulating spacers. Let each spacer have thickness t and dielectric constant ε_s, and let the bilayer have dielectric thickness L and dielectric constant ε_b, all for fields along z. If the bilayer is neutral, no free charge lies between the gates, and the normal displacement is continuous:

ε_s F_s = ε_b F, hence F_s = (ε_b/ε_s)F. (6)

Let V be the lower gate voltage minus the upper one. Integrating F = −dφ/dz from the lower to the upper gate gives

V = 2tF_s + LF
  = 2t(ε_b/ε_s)F + LF
  = ε_b F A, with A = 2t/ε_s + L/ε_b. (7)

Therefore

F = V/(ε_b A). (8)

The example has t = 20.0 nm, ε_s = 3.5, L = 1.30 nm and ε_b = 7.0. The product ε_b A is 2 × 20.0 × 7.0/3.5 nm + 1.30 nm = 81.3 nm. For V = 8.0 V, dividing by this length gives F = 0.9840 MV/cm, where 10 MV/cm equals one volt per nanometre. Equation (6) then gives F_s = 1.968 MV/cm, twice the field in the bilayer.

One MV/cm acting over one nanometre changes the energy of an elementary charge by 0.1 eV. The expected shift is therefore

edF = 0.650 × 0.9840 × 0.1 eV = 63.96 meV. (9)

As a test of equation (8), the layered Poisson equation was solved by finite differences for the same stack. The resulting potential difference between the layer centres agreed with Fd to better than one part in 10⁷.

If the two spacers differ, the term 2t/ε_s in A is replaced by the sum of thickness over dielectric constant for the two spacers. The derivation is otherwise unchanged.

### Why the binding energy does not follow the field

The carriers also move in the plane and attract each other. For zero total in-plane momentum, the motion of the centre of mass contributes no energy, and the separation ρ remains. Let μ be the reduced mass, W_d(ρ) the attraction between carriers in different layers, and E_g the gap between the upper conduction band and the lower valence band without a field. For thin layers and no tunnelling,

[E_g − (ħ²/2μ)∇² + W_d(ρ) + edF] f(ρ) = E f(ρ). (10)

The field term does not depend on ρ. If g_d is the lowest solution without the field, it satisfies

[−(ħ²/2μ)∇² + W_d(ρ)] g_d = −B_inter g_d, (11)

where B_inter is the binding energy. Inserting g_d into equation (10) gives

E(F) = E_g − B_inter + edF. (12)

In this limit the in-plane wavefunction and the binding energy do not change with F, and the shift is linear at every field. A field along the plane would enter through ρ, deform the wavefunction and pull the pair apart. The perpendicular field has no such term in equation (10).

The result does not require a particular attraction, but the numerical example does. It uses the potential of a thin polarizable sheet in a surrounding medium of dielectric constant κ. For an in-plane wave of wave number q, the potential falls off as exp(−q|z|) on both sides of the sheet. Gauss's law relates its amplitude φ_q to the external charge σ_q and the induced charge:

2ε₀κqφ_q = σ_q − χq²φ_q. (13)

Here χ is the sheet polarizability. The last term is minus the divergence of the sheet polarization −χ∇φ. Solving for φ_q and defining r₀ = χ/(2ε₀),

φ_q = σ_q/[2ε₀q(κ + r₀q)]. (14)

For a point charge, the transform back to real space contains the standard integral

∫₀^∞ J₀(qr)/(q + a) dq = (π/2)[H₀(ar) − Y₀(ar)], (15)

where J₀ and Y₀ are Bessel functions and H₀ is a Struve function. With a = κ/r₀, the attraction is

W(r) = −[e²/(4πε₀)] [π/(2r₀)] [H₀(κr/r₀) − Y₀(κr/r₀)]. (16)

For carriers in the same layer r = ρ. For carriers in different layers the model takes r = √(ρ² + d²). This second choice is an interpolation, not a full solution for two polarizable sheets. With κ = 4.5, r₀ = 8.0 nm and μ = 0.20 m₀, where m₀ is the free-electron mass, the binding energies are B_inter = 98.4 meV and B_intra = 119.2 meV. The intralayer value is larger because its carriers can approach each other more closely. Both are model values. Two separate sheets, each with half of r₀, at distance d in the same medium give about 81 meV and 151 meV instead. The linear shift hardly depends on this choice, but the small corrections and the crossing field of Part 2 do.

For implementation, the radial equation can be put on cells centred at ρ_i = (i + ½)h, with i = 0, 1, 2 and so on. The kinetic term is −(ħ²/2μ)(1/ρ)d(ρ df/dρ)/dρ. Multiplying by ρ and integrating over one cell leaves the differences of ρ df/dρ at its edges ih and (i + 1)h. The two edge radii add up to 2ρ_i, so the kinetic diagonal element is ħ²/(μh²). With the variable u_i = √ρ_i f_i, the matrix is symmetric, and its element between cells i and i + 1 is

−[ħ²/(2μh²)] (i + 1)h/√(ρ_i ρ_{i+1}). (17)

The example uses h = 0.1 nm and a box radius of 16 nm. Halving h changed each binding energy by less than 1 meV. The intralayer value has the larger grid error, because its attraction diverges at ρ = 0. It lies about 0.2 meV above the converged value of 119.0 meV. The last digits of quantities derived from it below therefore belong to this grid. At convergence, S² moves from 0.9796 to 0.9800, the polarizability from 0.00916 to 0.00914 e nm²/V, the crossing field from 3.526 to 3.529 MV/cm and the symmetric-bilayer shift from −35.447 to −35.57 meV.

### Layers of finite thickness

Real layers have a thickness comparable with their distance, and the carriers are spread over it. Let H₀ be the full exciton Hamiltonian without the gate field, including the attraction and any tunnelling. Then H(F) = H₀ + eF(z_e − z_h). Let ψ be a normalized, nondegenerate eigenstate with energy E. Differentiation of E = ⟨ψ|H|ψ⟩ gives

dE/dF = ⟨ψ|dH/dF|ψ⟩ + ⟨dψ/dF|H|ψ⟩ + ⟨ψ|H|dψ/dF⟩. (18)

Since Hψ = Eψ, the last two terms equal E d⟨ψ|ψ⟩/dF. This vanishes because the norm stays equal to one. Hence

dE/dF = e⟨z_e − z_h⟩ = −p. (19)

The slope measures the distance between the centroids of the two charge distributions. The nominal layer distance can replace it when both distributions are centred on their layers.

A separate calculation shows the difference. The electron and hole were placed in hard-wall layers of width 0.65 nm, each with a mass of 0.5 m₀ along z. The half of each layer facing the other layer was raised by 0.5 eV, and the attraction was left out. The step pushes both carriers outward and makes the centroid distance 0.6684 nm. From equation (19), the linear shift should be 0.6684 × 0.9840 × 0.1 eV = 65.77 meV. Half the difference between the energies at +F and −F was 65.776 meV. The nominal distance would have given 63.96 meV. The carriers also polarize within their layers, which gives a shift of −0.049 meV that is the same for both field directions. This is as large as the tunnelling contribution found in Part 2, so such a term in a real line cannot be assigned to tunnelling alone. The main example below keeps thin layers and d = 0.650 nm.

### What field reversal changes

Write the shift as ΔE(F) = E(F) − E(0) and separate it into two parts:

ΔE_odd = [ΔE(F) − ΔE(−F)]/2,
ΔE_even = [ΔE(F) + ΔE(−F)]/2. (20)

The first changes sign with F and the second does not. Let p₀ be the dipole at zero field. A Taylor expansion gives

ΔE(F) = −p₀F − αF²/2 + terms of third and higher order, (21)

where α is the polarizability, defined by α = −d²E/dF² at zero field. Replacing F by −F gives

ΔE(−F) = +p₀F − αF²/2 + terms of third and higher order. (22)

The linear shift changes sign because the field reverses while the permanent dipole does not. The dipole is held in place by the band offsets. An induced dipole αF does reverse with the field, so its energy has the same sign in both directions.

Within this electron–hole Hamiltonian, α of the lowest exciton cannot be negative. For any fixed normalized trial state, ⟨H₀⟩ + eF⟨z_e − z_h⟩ is a straight line in F. The lowest energy is the lower envelope of all these lines. Such an envelope cannot curve upward, so d²E/dF² ≤ 0 wherever the second derivative exists. A measured line is a difference of two crystal energies, and the argument does not bind it. If the field couples the conduction edge to filled bands below it, or the valence edge to empty bands above it, that contribution curves the line upward, and the total even part of a real line can have either sign.

Reversing the stack has the same effect as reversing the field. A reflection z → −z exchanges the layers and reverses F, while all energies remain the same:

E_exchanged(F) = E_original(−F). (23)

Full diagonalization of the exchanged stack at +8 V gives −63.82 meV, the same shift as that of the original stack at −8 V. The sign of a measured slope therefore tells which layer holds the electron, provided the direction of positive field is known.

## Part 2. Tunnelling, limits and device numbers

The field F points from the lower to the upper layer when positive, and the electron of the lowest interlayer exciton is in the upper layer. Part 1 gave the shift edF for thin layers without tunnelling, the slope dE/dF = e⟨z_e − z_h⟩ in general, and the bilayer field F = V/(ε_b A), with A = 2t/ε_s + L/ε_b. The in-plane binding energies are B_inter for carriers in different layers and B_intra for carriers in the same layer. The example has d = 0.650 nm, F = ±0.9840 MV/cm and edF = ±63.96 meV.

### Four charge arrangements

When carriers can tunnel between layers, the exciton can take four arrangements. Let D_c = 0.35 eV be the cost of moving the electron to the lower layer, and D_v = 0.25 eV the cost of moving the hole to the upper layer. Both are band offsets at zero field. The in-plane amplitudes are f₁ for the electron above the hole, f₂ for both carriers in the upper layer, f₃ for both in the lower layer, and f₄ for the electron below the hole.

Let h_d and h₀ be the in-plane kinetic energy plus attraction for different layers and for the same layer. The model uses equal in-plane masses in both layers, and tunnelling that conserves ρ. With electron and hole tunnelling energies t_e and t_h, the amplitudes obey

(E_g + h_d + edF)f₁ + t_h f₂ + t_e f₃ = E f₁,
(E_g + D_v + h₀)f₂ + t_h f₁ + t_e f₄ = E f₂,
(E_g + D_c + h₀)f₃ + t_e f₁ + t_h f₄ = E f₃,
(E_g + D_v + D_c + h_d − edF)f₄ + t_e f₂ + t_h f₃ = E f₄. (24)

The two intralayer arrangements have no linear field term, because both carriers sit at the same height. In the fourth arrangement the dipole is reversed.

Let g_d and g₀ be the normalized lowest states of h_d and h₀. Without tunnelling, the energies of the two intralayer excitons above the interlayer exciton at F = 0 are

Δ_u = (E_g + D_v − B_intra) − (E_g − B_inter)
  = D_v − (B_intra − B_inter),
Δ_l = D_c − (B_intra − B_inter). (25)

The subscripts u and l stand for upper and lower. The binding energies differ by 119.2 − 98.4 = 20.8 meV, so Δ_u = 250 − 20.8 = 229.2 meV and Δ_l = 350 − 20.8 = 329.2 meV. The stronger intralayer binding makes both distances smaller than the band offsets.

Without tunnelling, the thin-layer exciton shifts by edF, which changes sign with the field because the band offsets hold the dipole in place. The equations for the four charge arrangements are now set up; what remains is to solve them for weak tunnelling, find where the linear law ends, and estimate the effects of charge and device limits.
